# Square-root law for methyl radicals in metal-organic pyrolysis: verification in Python

```python
# Result under test: methyl made by first-order fission of a precursor and
# removed by pair recombination has the steady concentration
#     R_s = sqrt(nu * k_i * P / (2 * k_r)),  proportional to sqrt(P).
# P: precursor concentration, mol/m^3;  R: methyl concentration, mol/m^3
# k_i: fission constant, 1/s;  nu: methyls released per fission (here 2)
# k_r: recombination constant; k_r*R^2 events per volume and time, each
#      event removing two methyls
# k_f: prompt release of methyl by M(CH3)2 and by the chain carrier X, 1/s
# k_b: recapture of methyl by M(CH3)2;  k_a: attack of methyl on precursor
# k_l: first-order methyl loss, 1/s
# All rate parameters are round model values for a generic metal trimethyl.
import numpy as np
from scipy.constants import R as GAS, N_A
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

T = 800.0
pressure = 10.0
prefactor = 1.0e15
E_act = 250.0e3
k_r = 2.0e7
k_b = 2.0e7
k_f = 1.0e6
k_a = 1.0e4
nu = 2
k_i = prefactor * np.exp(-E_act / (GAS * T))
P0 = pressure / (GAS * T)


def steady_formula(P):
    return np.sqrt(nu * k_i * P / (2 * k_r))


def integrate_mechanism(P, attack, times):
    """Explicit mechanism at held P, from zero radicals; returns D, X, R."""
    def rates(t, y):
        D, X, R = y
        return [k_i * P - k_f * D - k_b * R * D,
                attack * P * R - k_f * X,
                k_i * P + k_f * D - k_b * R * D - 2 * k_r * R**2
                - attack * P * R + k_f * X]

    def jacobian(t, y):
        D, X, R = y
        return np.array([
            [-k_f - k_b * R, 0.0, -k_b * D],
            [0.0, -k_f, attack * P],
            [k_f - k_b * R, k_f, -k_b * D - 4 * k_r * R - attack * P]])

    sol = solve_ivp(rates, (0.0, times[-1]), [0.0, 0.0, 0.0],
                    method="Radau", jac=jacobian, t_eval=times,
                    rtol=1e-8, atol=1e-17)
    assert sol.success
    return sol.y


R0 = steady_formula(P0)
tau = 1 / np.sqrt(2 * nu * k_r * k_i * P0)
print(f"temperature = {T:.0f} K")
print(f"precursor partial pressure = {pressure:.0f} Pa")
print(f"fission prefactor = {prefactor:.1e} 1/s")
print(f"fission activation energy = {E_act/1e3:.0f} kJ/mol")
print(f"k_r = {k_r:.1e} m^3/(mol s), k_b = {k_b:.1e} m^3/(mol s)")
print(f"k_f = {k_f:.1e} 1/s, methyls per fission nu = {nu}")
print(f"k_i = {k_i:.4e} 1/s")
print(f"precursor concentration P = {P0:.4e} mol/m^3")
print(f"steady methyl R_s (formula) = {R0:.4e} mol/m^3")
print(f"steady methyl R_s (formula) = {R0*N_A:.4e} 1/m^3")
print(f"R_s/P = {R0/P0:.3e}")
print(f"recapture ratio k_b R_s/k_f = {k_b*R0/k_f:.2e}")

# Steady values of the explicit mechanism over four decades.
# Recapture lowers R by at most about 2e-4 here, hence the tolerance.
factors = np.array([0.01, 0.1, 1.0, 10.0, 100.0])
R_num = np.array([integrate_mechanism(f * P0, 0.0, [10.0])[2, -1]
                  for f in factors])
print("precursor pressure (Pa), methyl integrated, formula (mol/m^3):")
for f, value in zip(factors, R_num):
    print(f"  {f*pressure:8.1f}  {value:.4e}  {steady_formula(f*P0):.4e}")
assert np.allclose(R_num, steady_formula(factors * P0), rtol=5e-4, atol=0)
slope = np.polyfit(np.log(factors), np.log(R_num), 1)[0]
print(f"fitted order of R in P = {slope:.5f}")
assert abs(slope - 0.5) < 1e-4
# The small deficit at the highest P must be the one caused by recapture.
R_high = R_num[-1]
source_factor = (R_high / steady_formula(factors[-1] * P0))**2
assert abs((1 - source_factor) / (k_b * R_high / k_f) - 1) < 0.01

# Approach to the steady state
times = tau * np.array([0.5, 1.0, 2.0])
R_t = integrate_mechanism(P0, 0.0, times)[2]
assert np.allclose(R_t, R0 * np.tanh(times / tau), rtol=5e-4, atol=0)
print(f"relaxation time tau = {tau*1e3:.3f} ms")
print(f"R/R_s at t = tau: integrated {R_t[1]/R0:.4f}, "
      f"tanh(1) = {np.tanh(1):.4f}")
print(f"time to 99 percent of R_s = {tau*np.arctanh(0.99)*1e3:.2f} ms")

# Decaying precursor, no feed: lag of the radicals after one lifetime
t_end = 1 / k_i
batch = solve_ivp(
    lambda t, y: (np.exp(-k_i * t) - y**2) / tau, (0.0, t_end), [1.0],
    method="Radau", jac=lambda t, y: np.array([[-2 * y[0] / tau]]),
    rtol=1e-10, atol=1e-13)
assert batch.success
excess = batch.y[0, -1] * R0 / steady_formula(P0 * np.exp(-1)) - 1
tau_end = 1 / np.sqrt(2 * nu * k_r * k_i * P0 * np.exp(-1))
print(f"precursor lifetime 1/k_i = {t_end:.2f} s")
print(f"k_i tau at start = {k_i*tau:.3e}")
print(f"relative excess of R after one lifetime: integrated {excess:.4e}, "
      f"k_i tau/4 = {k_i*tau_end/4:.4e}")
assert abs(excess / (k_i * tau_end / 4) - 1) < 0.01


def balance_root(P, loss, attack):
    """Numerical root of source = recombination + linear losses."""
    scale = steady_formula(P)

    def net(u):
        R = u * scale
        gain = nu * k_i * P
        return 1 - (2 * k_r * R**2 + (loss + attack * P) * R) / gain
    return scale * brentq(net, 0.0, 2.0, xtol=1e-15, rtol=1e-14)


def local_order(function, P, h):
    return np.log(function(P * np.exp(h)) / function(P * np.exp(-h))) / (2*h)


def root_formula(P, linear):
    return 2 * nu * k_i * P / (
        linear + np.sqrt(linear**2 + 8 * nu * k_r * k_i * P))


print("first-order loss k_l (1/s), R (mol/m^3), rho, order numeric, formula:")
for k_l in (10.0, 100.0, 1.0e4):
    R = balance_root(P0, k_l, 0.0)
    order = local_order(lambda P: balance_root(P, k_l, 0.0), P0, 1e-3)
    rho = k_l / (2 * k_r * R)
    predicted = (1 + rho) / (2 + rho)
    print(f"  {k_l:8.0f}  {R:.4e}  {rho:.4g}  {order:.4f}  {predicted:.4f}")
    assert abs(order - predicted) < 1e-5
    assert abs(R / root_formula(P0, k_l) - 1) < 1e-9

print(f"attack constant k_a = {k_a:.1e} m^3/(mol s)")
print("radical-ending attack: pressure (Pa), R (mol/m^3), sigma, "
      "order numeric, formula:")
for f in (1.0, 100.0, 1.0e6):
    P = f * P0
    R = balance_root(P, 0.0, k_a)
    order = local_order(lambda q: balance_root(q, 0.0, k_a), P, 1e-3)
    sigma = k_a * P / (2 * k_r * R)
    predicted = 1 / (2 + sigma)
    assert abs(order - predicted) < 1e-5
    assert abs(R / root_formula(P, k_a * P) - 1) < 1e-9
    if f <= 100:
        print(f"  {f*pressure:8.0f}  {R:.4e}  {sigma:.4f}  "
              f"{order:.4f}  {predicted:.4f}")
    else:  # mathematical limit only, not a physical pressure
        assert abs(R / (nu * k_i / k_a) - 1) < 0.01
print(f"ceiling nu k_i/k_a = {nu*k_i/k_a:.4e} mol/m^3")

# Attack whose product X returns a methyl: explicit chain carrier
R_chain = integrate_mechanism(P0, k_a, [10.0])[2, -1]
assert abs(R_chain / R0 - 1) < 5e-4


def consumption(P):
    D, X, R = integrate_mechanism(P, k_a, [10.0])[:, -1]
    return k_i * P - k_b * R * D + k_a * P * R


chi = k_a * R0 / k_i
order = local_order(consumption, P0, 0.05)
predicted = (1 + 1.5 * chi) / (1 + chi)
print(f"radical-returning attack: R = {R_chain:.4e} mol/m^3")
print(f"chain to fission consumption ratio chi = {chi:.4f}")
print(f"order of precursor consumption: integrated {order:.4f}, "
      f"formula {predicted:.4f}")
assert abs(order - predicted) < 1e-3

print("PASS")
```

Output:

```
temperature = 800 K
precursor partial pressure = 10 Pa
fission prefactor = 1.0e+15 1/s
fission activation energy = 250 kJ/mol
k_r = 2.0e+07 m^3/(mol s), k_b = 2.0e+07 m^3/(mol s)
k_f = 1.0e+06 1/s, methyls per fission nu = 2
k_i = 4.7533e-02 1/s
precursor concentration P = 1.5034e-03 mol/m^3
steady methyl R_s (formula) = 1.8903e-06 mol/m^3
steady methyl R_s (formula) = 1.1383e+18 1/m^3
R_s/P = 1.257e-03
recapture ratio k_b R_s/k_f = 3.78e-05
precursor pressure (Pa), methyl integrated, formula (mol/m^3):
       0.1  1.8902e-07  1.8903e-07
       1.0  5.9775e-07  5.9775e-07
      10.0  1.8902e-06  1.8903e-06
     100.0  5.9771e-06  5.9775e-06
    1000.0  1.8899e-05  1.8903e-05
fitted order of R in P = 0.49998
relaxation time tau = 13.226 ms
R/R_s at t = tau: integrated 0.7616, tanh(1) = 0.7616
time to 99 percent of R_s = 35.00 ms
precursor lifetime 1/k_i = 21.04 s
k_i tau at start = 6.287e-04
relative excess of R after one lifetime: integrated 2.5909e-04, k_i tau/4 = 2.5912e-04
first-order loss k_l (1/s), R (mol/m^3), rho, order numeric, formula:
        10  1.7694e-06  0.1413  0.5330  0.5330
       100  1.0162e-06  2.46  0.7758  0.7758
     10000  1.4291e-08  1.749e+04  0.9999  0.9999
attack constant k_a = 1.0e+04 m^3/(mol s)
radical-ending attack: pressure (Pa), R (mol/m^3), sigma, order numeric, formula:
        10  1.7116e-06  0.2196  0.4505  0.4505
      1000  7.8620e-06  4.7806  0.1475  0.1475
ceiling nu k_i/k_a = 9.5066e-06 mol/m^3
radical-returning attack: R = 1.8902e-06 mol/m^3
chain to fission consumption ratio chi = 0.3977
order of precursor consumption: integrated 1.1423, formula 1.1423
PASS
```
